Heat conductivity from the growth of the integrated heat current

**Q.** You simulate a crystal at equilibrium, with no temperature difference anywhere. The heat current averages to zero. How can its time integral tell me a conductivity?

**A.** The mean vanishes, but the mean square does not. Let J(t) be the x-component of the total heat current of a periodic sample of volume V, in units of energy × length / time. Define

G(t) = ∫₀ᵗ J(s) ds,  C(t) = ⟨J(t)J(0)⟩.

The brackets average over canonical equilibrium at temperature T; each starting state then evolves at constant energy. I assume ⟨J⟩ = 0 and stationarity, so that a correlation depends on the time difference alone. Then C(−t) = C(t), and

⟨G²(t)⟩ = ∫₀ᵗds ∫₀ᵗds′ C(s−s′).

The halves s > s′ and s < s′ contribute equally. In the first, put u = s−s′. For fixed u, the earlier time s′ runs over an interval of length t−u. Hence

⟨G²(t)⟩ = 2∫₀ᵗ (t−u) C(u) du.

In the derivative with respect to t, the boundary term has the factor t−t = 0, which leaves

d⟨G²⟩/dt = 2K(t),  K(t) = ∫₀ᵗ C(u) du.

**Q.** That is the random-walk identity, with J as the velocity. Where does heat conduction enter?

**A.** Through energy conservation. Cut the sample into slabs of thickness a normal to x. Let e_i be the energy of slab i, and j_i the energy per unit time passing from i to i+1. Then

de_i/dt = j_{i−1} − j_i,  J = a Σ_i j_i.

Follow how far an energy fluctuation δe spreads:

M(t) = (a²/V) Σ_{i,l} (i−l)² ⟨δe_i(t) δe_l(0)⟩.

The ring must be long enough that the fluctuation has not travelled around it. For the first derivative, insert the energy balance and shift the index of j_{i−1}:

Σ_i (i−l)² (j_{i−1}−j_i) = Σ_i [(i+1−l)²−(i−l)²] j_i = Σ_i [2(i−l)+1] j_i,

so that

M′(t) = (a²/V) Σ_{i,l} [2(i−l)+1] ⟨j_i(t) δe_l(0)⟩.

For the second, stationarity moves the time to the other factor, ⟨j_i(t)δe_l(0)⟩ = ⟨j_i(0)δe_l(−t)⟩. Differentiating −t gives a minus sign:

d/dt ⟨j_i(t) δe_l(0)⟩ = −⟨j_i(t) [j_{l−1}(0) − j_l(0)]⟩.

Now sum over l, again shifting the index of j_{l−1}:

Σ_l [2(i−l)+1] (j_l − j_{l−1}) = Σ_l {[2(i−l)+1] − [2(i−l−1)+1]} j_l = 2 Σ_l j_l.

Therefore

M″(t) = (2a²/V) Σ_{i,l} ⟨j_i(t) j_l(0)⟩ = 2C(t)/V.

At t = 0 the first derivative vanishes: j_i is odd in the velocities, while the energies and the equilibrium weight are even. Integrating twice gives

M(t) − M(0) = (2/V) ∫₀ᵗ (t−s) C(s) ds = ⟨G²(t)⟩/V.

The squared integrated current measures the spreading of energy.

**Q.** The two sides look very different. Have you compared them in a case where C is not a simple function?

**A.** Yes, in a ring of 80 atoms with alternating masses 1 and 2, joined by harmonic springs. Each velocity reverses sign at random at rate 0.25, which scatters the waves but conserves energy. Here k_BT, the spring constant and the spacing are all 1. At t = 30 the second moment of the energy had grown by 32.8184 per atom, and the current correlation gave 32.8184.

**Q.** You still have no κ. Spreading is mechanics; conductivity belongs to Fourier's law.

**A.** The link is a physical assumption: at long times an equilibrium fluctuation relaxes, on average, as a small imposed disturbance does. Let c be the heat capacity per volume. Fourier's law with energy balance gives diffusion with D = κ/c. Let S(x,t) be the correlation of energy densities at distance x along the sample, integrated over the cross-section. At long times

∂S/∂t = D ∂²S/∂x²,  M(t) = ∫ x² S dx.

Two integrations by parts, with S vanishing far away, give

M′ = D ∫ x² (∂²S/∂x²) dx = 2D ∫ S dx.

The remaining integral is the variance of the total energy E divided by V. With β = 1/(k_BT) and partition function Z, ⟨E⟩ = −∂ln Z/∂β, and one more derivative gives

⟨δE²⟩ = −∂⟨E⟩/∂β = k_BT² ∂⟨E⟩/∂T = k_BT² cV.

So ∫S dx = k_BT²c, and c cancels:

M′ → 2 (κ/c) k_BT² c = 2κ k_BT².

The mechanical result was M′ = 2K(t)/V. Equating the two,

κ = [1/(V k_BT²)] ∫₀^∞ C(t) dt,

which is the Green-Kubo formula. In the two-mass chain it gives 0.5792. The decay of an imposed temperature wave, 160 atoms long, gives 0.5787, a difference of about 0.1% of κ.

The assumption fails if J contains a part that never decays, such as energy carried by a steady drift. A constant part J₀ adds ⟨J₀²⟩t² to ⟨G²⟩. I am treating a crystal in which heat diffuses and such a part is absent.

**Q.** Green-Kubo uses the derivative of ⟨G²⟩. May I simply divide ⟨G²⟩ by t instead?

**A.** Yes, if the Green-Kubo integral converges. Integrating d⟨G²⟩/dt = 2K(t) from ⟨G²(0)⟩ = 0,

⟨G²(t)⟩/(2t) = (1/t) ∫₀ᵗ K(s) ds.

The right side is the time average of the running integral. Suppose K(s) → K. For any ε > 0 there is a time t₁ after which |K(s)−K| < ε, so

|⟨G²⟩/(2t) − K| ≤ (1/t) ∫₀^{t₁} |K(s)−K| ds + ε.

The first term vanishes as t grows, and ε is arbitrary. The Einstein-Helfand formula follows:

κ = lim_{t→∞} ⟨G²(t)⟩ / (2V k_BT² t).

**Q.** So either limit implies the other?

**A.** No. An average can settle when the quantity averaged does not. Take C = e^{−t} + 0.5 cos 5t in arbitrary units. Then

K(t) = 1 − e^{−t} + 0.1 sin 5t,

which keeps swinging over a range of 0.200. Its time average tends to 1 and has reached 0.9976 at t = 400. An undamped vibration in J would act this way. The formulas are equivalent when the Green-Kubo integral converges; without that, the Helfand limit may exist alone.

**Q.** The energy of a bond belongs to two atoms. If I assign it differently, J changes. Which κ is right?

**A.** Both assignments give the same one. Suppose the new assignment moves an energy b_i from slab i to slab i+1, so that e_i* = e_i + b_{i−1} − b_i. Differentiating, the energy balance keeps its form with j_i* = j_i + db_i/dt. Hence J* = J + dB/dt with B = a Σ_i b_i, which has finite variance and whose mean may be set to zero. Then G* = G + B(t) − B(0), and the triangle inequality for root mean squares gives

|√⟨G*²⟩ − √⟨G²⟩| ≤ 2√⟨B²⟩.

The roots grow as √t while their difference stays bounded, so ⟨G*²⟩/t and ⟨G²⟩/t have the same limit. In the two-mass chain, giving each bond wholly to its left atom instead of sharing it equally raises C(0) per atom from 0.375 to 0.750. The conductivity is 0.5792 both times.

**Q.** Then I can go further. Why not take G as the change of Σ x_i e_i, the energy-weighted position? It needs no currents.

**A.** In a box with closed ends that is correct, and it shows the danger. With no current through the ends,

d/dt Σ_i a i e_i = a Σ_i i (j_{i−1}−j_i) = a Σ_i j_i = J.

So G is the difference of two values of a quantity with finite variance. ⟨G²⟩ stays bounded, ⟨G²⟩/t tends to zero, and the conductivity found is zero. In a closed box of 10 equal atoms with reversal rate 0.5, the Green-Kubo integral is 0.699 of the bulk value at t = 2 and 1.2×10⁻⁵ of it at t = 200. The sample must become large before the time becomes long.

On a ring, energy also crosses the seam, where x jumps by the sample length. The energy-weighted position misses that transport. One must accumulate the periodic current J itself.

**Q.** Give me a crystal where I can follow everything by hand.

**A.** Take the same chain with equal masses m, spring constant k and reversal rate λ. With velocities v_i and bond stretches r_i between atoms i and i+1,

dv_i/dt = (k/m)(r_i − r_{i−1}),  dr_i/dt = v_{i+1} − v_i.

Sharing bonds equally, e_i = mv_i²/2 + k(r_i² + r_{i−1}²)/4. Its derivative is

de_i/dt = k v_i(r_i−r_{i−1}) + (k/2) r_i(v_{i+1}−v_i) + (k/2) r_{i−1}(v_i−v_{i−1})
= (k/2) r_i(v_i+v_{i+1}) − (k/2) r_{i−1}(v_{i−1}+v_i).

Comparison with j_{i−1} − j_i gives j_i = −(k/2) r_i(v_i+v_{i+1}), so

J = −(ak/2) Σ_i r_i(v_i+v_{i+1}).

Between reversals J does not change. Differentiating r_i gives Σ(v_{i+1}²−v_i²), which is zero on a ring. Differentiating the velocities gives (k/m)Σ r_i(r_{i+1}−r_{i−1}), which is also zero, because both products run over all neighbouring pairs.

A reversal changes v_i by −2v_i and occurs at rate λ. Every term of J is linear in one velocity, so the mean of J decays at rate 2λ:

C(t) = C(0) e^{−t/τ},  τ = 1/(2λ).

For C(0), regroup J as −(ak/2) Σ v_i(r_i+r_{i−1}). At zero tension, with the ring length free to vary between starting states, all v_i and r_i are independent, with ⟨v_i²⟩ = k_BT/m and ⟨r_i²⟩ = k_BT/k. For N atoms,

C(0) = N (a²k²/4)(k_BT/m)(2k_BT/k) = N k a²(k_BT)²/(2m).

If each chain occupies a cross-section A, then V = NaA, and

κ = C(0)τ/(V k_BT²) = a k k_B/(4mλA).

Temperature cancels if λ is held fixed. As λ → 0, C stays constant, ⟨G²⟩ = C(0)t², and no finite κ exists: the waves carry heat without scattering.

Integrating K(s) = C(0)τ(1−e^{−s/τ}) gives the growth at every time:

⟨G²(t)⟩ = 2C(0)τ [t − τ(1−e^{−t/τ})].

I also followed 20,000 random trajectories of a 16-atom ring. Both ⟨G²⟩ and the running Green-Kubo integral came out at 1.005 times their formulas.

**Q.** The bracket is smaller than t. Does dividing by t therefore underestimate κ?

**A.** In this model, yes. In general, if ∫₀^∞ sC ds also converges, the first identity gives at long times

⟨G²⟩ ≃ 2K × (t−t₀), with K the long-time limit of K(t),  t₀ = ∫₀^∞ sC ds / ∫₀^∞ C ds.

The relative bias of ⟨G²⟩/t is −t₀/t, and t₀ = τ for a single exponential. A slope between two late times removes the offset:

κ ≃ [⟨G²(t₂)⟩ − ⟨G²(t₁)⟩] / [2V k_BT² (t₂−t₁)].

**Q.** Put in numbers that someone cooling a chip would recognise.

**A.** Take a bundle of such chains with rough silicon-like values: m = 28 u, a = 0.25 nm, A = 0.08 nm², k = 50 N/m, λ = 0.10 per ps and T = 350 K. There are 8000 atoms in 160 nm³, so aA = 0.02 nm³. The sound speed is v_s = a√(k/m) = 8.20 km/s, and τ = 5.0 ps. With k/m = v_s²/a² and 1/(4λ) = τ/2,

κ = k_B v_s² τ/(2aA)
= (1.381×10⁻²³)(8.20×10³)²(5.0×10⁻¹²)/(2 × 2.0×10⁻²⁹)
≈ 116 W/(m K).

This is also the phonon picture: heat capacity k_B/(aA), lifetime τ, and mean squared group velocity v_s²/2. An explicit sum over the waves of a 20-atom chain gives the same 116 W/(m K).

The root-mean-square current is 15.64 eV nm/ps. At t = 50 ps the exponential is negligible, so

⟨G²⟩ ≈ 2(15.64)²(5)(50−5) ≈ 1.10×10⁵ eV² nm².

In SI units that is 2.83×10⁻⁵¹ J² m². The divisor 2Vk_BT²t is 2.71×10⁻⁵³ in matching units, and the quotient is 104 W/(m K). It lies 10% below κ, as τ/t = 5/50 requires. The approach to the limit is:

t = 5 ps: Helfand 42.7, Green-Kubo 73.3 W/(m K)
t = 50 ps: Helfand 104.4, Green-Kubo 116.0 W/(m K)
t = 500 ps: Helfand 114.8, Green-Kubo 116.0 W/(m K)

The slope between 25 and 50 ps gives 115.8 W/(m K).

**Q.** Then Green-Kubo wins. Why use the other at all?

**A.** Those are ideal averages. A real run has finite length R, and noise matters. Let J be Gaussian, reasonable for a sum over many atoms, and take R ≫ t ≫ τ. Let D_s be the integral of J over a window of length t starting at s. Windows displaced by u share a length t−|u|, so their covariance is about 2K × (t−|u|) for |u| < t, where K without an argument is again the long-time limit and multiplies the bracket, here and below. For Gaussian variables the covariance of the squares is twice the square of this. The Helfand estimate of K averages D_s²/(2t) over the run, with variance

[1/(4t²R)] ∫ 2[2K(t−|u|)]² du = (2K²/(t²R)) (2t³/3) = 4K²t/(3R),

where u runs from −t to t. The Green-Kubo estimate averages J(s)D_s. Its main covariance term is C(u) times the window covariance. C is narrow on the scale t and its integral over all u is 2K, so the variance is

(1/R)(2K)(2Kt) = 4K²t/R.

The other Gaussian pairing, of each current with the other's window, survives only for |u| of order τ and is smaller by about τ/t. At the same lag, Helfand therefore has one third of the variance.

For t = 20τ and R = 1000τ, 1000 simulated runs gave errors, relative to the true K, of 0.172 for Helfand and 0.294 for Green-Kubo. The leading-order laws give 0.163 and 0.283. The sampled values are about 5% and 4% higher. That excess is sampling scatter: a spread estimated from 1000 runs is itself uncertain by about 3%, and the neglected terms lower the errors slightly. For a single exponential the Green-Kubo variance becomes K²(4t−3τ)/R, an error of 0.277, and the Helfand error becomes 0.162.

For a 5% random error at a 50 ps lag, the leading-order laws ask for a run of 4(50 ps)/(3×0.05²) ≈ 27 ns with Helfand and 80 ns with Green-Kubo. Since t is only 10τ here, these are estimates. They refer to one component of J; in a cubic crystal, averaging the three components shortens such runs about threefold. This does not settle the choice: the lag is held equal, and Helfand's 10% bias comes on top. Green-Kubo can use a shorter lag. The two-lag slope removes the bias, but has its own error, which these laws do not give.

**Q.** And how much of this is silicon?

**A.** The magnitude, because I chose λ to obtain it. Silicon near room temperature conducts very roughly 150 W/(m K), so 116 at 350 K is in the right range but is no prediction. These chains carry no heat sideways, and they have a single lifetime.

Quantum statistics lowers the heat capacity of a three-dimensional Debye solid to 0.85 of its classical value for a rough Debye temperature of 640 K; the chain itself, whose highest frequency corresponds to about 500 K, would give 0.92. If all waves had the same speed and lifetime, κ would fall by the same 15%. But quantum statistics acts most on the high-frequency waves; where these are the slow ones, as in this chain, κ falls by less, provided the lifetimes are held fixed. In real silicon quantum statistics also changes the phonon scattering rates, so the heat capacity alone does not fix the net change of κ. If λ grows in proportion to T, warming by 50 K lowers κ by 12.5%. Electrons in heavily doped material at 1000 S/cm add roughly 0.9 W/(m K) by the Wiedemann-Franz estimate with the Lorenz number of a metal. That is under 1% of the 116 found here, but dopants also scatter phonons and lower κ, so the electrons' share in doped silicon can be larger.

In a thin device layer, the assumption of a sample much larger than the free path becomes doubtful. Here the rms free path, v_sτ/√2, is 29 nm, or 0.29 of a 100 nm layer, so corrections of some tens of percent are plausible in this model. In real silicon much of the heat is carried by waves with longer free paths, and such a layer can be affected more strongly. The bulk κ should not be used there unchecked.

A spread of lifetimes affects the simulation itself. If 30% of κ decayed in 50 ps and the rest in 5 ps, then

t₀ = 0.7×5 + 0.3×50 = 18.5 ps.

A Helfand bias below 5% would then need a lag of about 18.5/0.05 = 370 ps, and by the leading-order law a 5% random error would then take a run of about 4(370 ps)/(3×0.05²) ≈ 200 ns. The numerical output lists the remaining values.

Computed values

```
REDUCED-UNIT TESTS
two-mass chain, time reached: 30
energy spread M(t)-M(0): 32.8184
<G^2>/N from current: 32.8184
kappa, Green-Kubo: 0.5792
kappa, decay of temperature wave: 0.5787
C(0)/N, equal / one-sided bonds: 0.3750 / 0.7500
kappa with one-sided bonds: 0.5792
closed box integral/bulk, t=2: 0.699
closed box integral/bulk, t=200: 1.2e-05
trajectories <G^2>/formula: 1.005
trajectories Green-Kubo/formula: 1.005
oscillating C: Helfand value at t=400: 0.9976
oscillating C: Green-Kubo swing: 0.200
lag and run length / decay time: 20, 1000
Helfand error, sampled / law: 0.172 / 0.163
Green-Kubo error, sampled / law: 0.294 / 0.283
EXAMPLE (rough silicon-like inputs)
temperature: 350 K; atoms: 8000
mass: 28 u; spring: 50 N/m
spacing: 0.25 nm; chain area: 0.08 nm2
volume: 160 nm3; flip rate: 0.10 1/ps
sound speed: 8.20 km/s; decay time: 5.0 ps
rms heat current: 15.64 eV nm/ps
kappa, closed formula: 115.99 W/(m K)
kappa, phonon sum: 115.99 W/(m K)
t (ps) | <G^2> (eV2 nm2) | Helfand | Green-Kubo (W/(m K))
   5 | 4498 | 42.67 | 73.32
  25 | 4.899e+04 | 92.95 | 115.21
  50 | 1.101e+05 | 104.40 | 115.99
 100 | 2.323e+05 | 110.19 | 115.99
 500 | 1.211e+06 | 114.83 | 115.99
two-lag slope, 25 to 50 ps: 115.84 W/(m K)
run for 5% error at 50 ps lag, Helfand: 26.7 ns
same, Green-Kubo: 80.0 ns
NEGLECTED EFFECTS
quantum/classical heat capacity (Debye 640 K): 0.851
offset if 30% of kappa decays in 50 ps: 18.5 ps
rms free path: 29.0 nm
free path / 100 nm layer: 0.29
kappa change for +50 K if flip rate ~ T: -12.5 %
electron part at 1000 S/cm: 0.86 W/(m K)
electron part / kappa: 0.74 %
```
